# Comment on reading a transfer coefficient from the whole cell voltage

**The argument under review.** The manuscript treats an electrochemical metallization cell reduced to its simplest form: a film that conducts silver ions between two identical planar silver electrodes. Its data are a model current-voltage curve at 300 K. Between 0.30 and 0.50 V the logarithm of the current density $j$ rises almost linearly with the cell voltage $V$. The manuscript fits one Butler-Volmer expression,

$$j=j_0\left[e^{aV/v_t}-e^{-(1-a)V/v_t}\right],\qquad v_t=\frac{kT}{e},$$

finds $a\approx0.25$, and concludes that the barrier for ion transfer is strongly asymmetric. It adds that an electrode with a symmetric barrier would have given $a=0.5$, and that currents can be forecast by putting that value and the full $V$ into the same expression.

The fit is sound as arithmetic. The question is whether $V$ is the voltage that acts on the barrier.

**What one interface does.** The reaction is Ag (metal) $\rightleftharpoons$ Ag$^+$ (electrolyte) + e$^-$ (metal). Let the overpotential $\eta$ be the potential of the metal minus that of the adjacent electrolyte, measured from its equilibrium value. A positive $\eta$ lowers the energy of the electron in the metal, and so lowers the oxidized state by $e\eta$ relative to the neutral atom. Suppose that the barrier top is lowered by a constant fraction $1-\alpha$ of this. The oxidation barrier then falls by $(1-\alpha)e\eta$. The reduction barrier, measured from the oxidized state, rises by $e\eta-(1-\alpha)e\eta=\alpha e\eta$. The two rates are equal at $\eta=0$, where each corresponds to the exchange current density $j_0$. With oxidation current counted positive,

$$j(\eta)=j_0\left[e^{(1-\alpha)\eta/v_t}-e^{-\alpha\eta/v_t}\right].$$

The two exponents differ by $\eta/v_t$, because one electron charge crosses the potential difference $\eta$. The manuscript's expression has this form with $V$ in place of $\eta$ and $a$ in place of $1-\alpha$. It therefore assumes that the whole cell voltage drops at one interface.

**What two interfaces do.** Let $V$ be the potential of the left metal minus that of the right. Both electrodes are silver in the same electrolyte, so their equilibrium potential steps cancel in the difference. If the film has resistance $R$ for unit area, the potentials add to

$$V=\eta_L-\eta_R+jR.$$

The current that enters the film by oxidation on the left leaves it by reduction on the right, so $j(\eta_L)=-j(\eta_R)=j$. I assume equal areas, no depletion of ions, no nucleation barrier and no filament.

Neglect $jR$ for now and take $V>0$. Then $\eta_R=\eta_L-V$, and the division of voltage follows from

$$j(\eta_L)+j(\eta_L-V)=0.$$

The left side increases with $\eta_L$. It is negative at $\eta_L=0$ and positive at $\eta_L=V$, so there is one solution, and it lies between these values. For $\alpha=1/2$ the interface law is $j(\eta)=2j_0\sinh(\eta/2v_t)$, which is odd. The choice $\eta_L=V/2$, $\eta_R=-V/2$ satisfies the condition and is therefore the solution:

$$j=2j_0\sinh\frac{V}{4v_t}.$$

One factor of two in $4v_t$ comes from the symmetric barrier, the other from the division of voltage. The apparent coefficient, read from the logarithmic slope, is

$$a_{\rm app}=v_t\frac{d\ln j}{dV}=\frac14\coth\frac{V}{4v_t}.$$

It tends to $1/4$ when $V\gg4v_t$, although each interface has $\alpha=1/2$. At finite voltage it lies above $1/4$, because the back reaction still contributes. The excess is slight in the fitted window, but it grows without bound as $V\to0$, where the current is linear in $V$ and a logarithmic slope no longer measures a barrier.

**The manuscript's numbers.** The curve has $j_0=0.001$ A/cm$^2$ and $v_t=0.02585$ V. Solving current continuity numerically, without assuming equal division, gives a drop of 0.250 V at one interface for a cell voltage of 0.5 V. A straight-line fit of $\ln j$ from 0.30 to 0.50 V gives 0.2503 against $V$, and 0.5006 against the overpotential of one interface. The currents are the same in both fits; the horizontal axis has been halved.

The forecast with the full voltage fares worse than the fit. With $x=V/4v_t$, its ratio to the cell current is

$$\frac{2j_0\sinh 2x}{2j_0\sinh x}=\frac{2\sinh x\cosh x}{\sinh x}=2\cosh\frac{V}{4v_t}.$$

At 0.5 V, $x=0.5/(4\times0.02585)=4.84$. The cell carries 0.126 A/cm$^2$, the forecast says 15.8 A/cm$^2$, and the ratio is 126. At 0.1 V the ratio is 3.0, and as $V\to0$ it tends to 2. The error is thus a factor of two in conductance at low bias and grows exponentially above it.

**Could the barrier be asymmetric after all?** The manuscript might reply that one interface with $a=1/4$ describes the same data. In the fitted window it does: for $V\gg4v_t$ both laws tend to $j_0e^{V/4v_t}$, with the same $j_0$. They part in two other places.

The first is reversed polarity. A single law with $a=1/4$ has exponents $x$ and $-3x$, so

$$-\frac{j(-V)}{j(V)}=\frac{e^{3x}-e^{-x}}{e^{x}-e^{-3x}}
=\frac{e^{x}(e^{2x}-e^{-2x})}{e^{-x}(e^{2x}-e^{-2x})}=e^{2x}=e^{V/2v_t}.$$

At 0.5 V this law predicts a reverse current about 16,000 times the forward one. The cell of two identical interfaces has a ratio of 1, since reversing $V$ merely exchanges the roles of the electrodes.

The second is low bias. Expanding the single law gives $j\approx j_0(\tfrac14+\tfrac34)V/v_t$, hence a resistance $v_t/j_0=25.85$ ohm cm$^2$. The cell has $j\approx2j_0V/4v_t$, hence $2v_t/j_0=51.70$ ohm cm$^2$: two charge-transfer resistances in series. The low-bias resistance multiplied by the $j_0$ extrapolated from the Tafel line is therefore $2v_t$ for the pair and $v_t$ for the single interface.

So 0.25 is a legitimate slope, or the free coefficient in $2j_0\sinh(aV/v_t)$. It is not a legitimate value of $1-\alpha$ in a complete single-interface law, whose second exponent would then have to contain $\alpha=0.75$.

**Identical interfaces with another $\alpha$.** The manuscript's conclusion can also be tested from the other side: what slope would a lopsided barrier produce in this cell? At low bias the expansion $j\approx j_0\eta/v_t$ does not contain $\alpha$, so the voltage still divides equally. At high bias the back reactions drop out, and equal currents require

$$(1-\alpha)\eta_L=\alpha|\eta_R|,\qquad \eta_L+|\eta_R|=V.$$

Inserting $|\eta_R|=(1-\alpha)\eta_L/\alpha$ in the sum gives $\eta_L/\alpha=V$. Hence $\eta_L=\alpha V$ and $|\eta_R|=(1-\alpha)V$. The left current is then $j_0e^{\alpha(1-\alpha)V/v_t}$, so

$$a_{\rm app}\to\alpha(1-\alpha)=\frac14-\left(\alpha-\frac12\right)^2.$$

This limit needs both drops to be large compared with $v_t$. For $\alpha=0.3$ at 1 V, the numerical solution gives a left share of 0.300 and an apparent coefficient of 0.210, as the formulas say. If each barrier really had $\alpha=0.25$, the cell slope would tend to $0.25\times0.75\approx0.19$. Within this model, a limiting slope of 0.25 is therefore evidence for a symmetric barrier, the opposite of what the manuscript infers.

The evidence is blunt, however. The slope is stationary at $\alpha=1/2$, so $\alpha=0.4$ and $\alpha=0.6$ both give 0.24. A two-electrode measurement on identical interfaces cannot tell $\alpha$ from $1-\alpha$.

**When halving the voltage is also wrong.** The manuscript should not replace one universal rule by another. Let both interfaces keep $\alpha=1/2$ and the same $j_0$, but let their areas differ by a factor $r$. Their exchange currents are $I_1$ and $I_2=rI_1$. Write $x_1=\eta_1/2v_t$ and $x_2=|\eta_2|/2v_t$, with $x_1+x_2=F=V/2v_t$. Equal total currents mean

$$I_1\sinh x_1=I_2\sinh(F-x_1)=I_2(\sinh F\cosh x_1-\cosh F\sinh x_1).$$

Division by $\cosh x_1$ gives

$$\tanh x_1=\frac{I_2\sinh F}{I_1+I_2\cosh F}.$$

Now use $\sinh x_1=\tanh x_1/\sqrt{1-\tanh^2x_1}$ and $\cosh^2F-\sinh^2F=1$. The current $I=2I_1\sinh x_1$ becomes

$$I=\frac{2I_1I_2\sinh F}{\sqrt D},\qquad D=I_1^2+I_2^2+2I_1I_2\cosh F.$$

Since $v_t\,d/dV=\tfrac12\,d/dF$, the apparent coefficient is

$$a_{\rm app}=\frac12\left[\coth F-\frac{I_1I_2\sinh F}{D}\right].$$

Take $r\gg1$. While $1\ll e^F\ll r$, the second term is about $e^F/2r$, which is small, and $a_{\rm app}\approx1/2$: the large interface passes the current with little overpotential. At $e^F=r$, that is $V=2v_t\ln r$, the second term is $(r^2/2)/(2r^2)=1/4$ and $a_{\rm app}=3/8$. For $e^F\gg r$ the second term tends to $1/2$ and $a_{\rm app}$ to $1/4$. For $r=10^4$:

| $V$ (V) | share of small interface | $a_{\rm app}$ |
|---|---|---|
| 0.300 | 0.997 | 0.492 |
| 0.476 | 0.962 | 0.375 |
| 0.900 | 0.765 | 0.250 |

A small contact opposite a wide electrode can thus show 0.5 against the full voltage, and in that window the manuscript's expression is nearly right. The table describes the interfaces alone. In its second and third rows the small side would carry about 7 and 600 A/cm$^2$. If the current does not spread, a film of 0.005 ohm cm$^2$, the value used below, would need an extra 0.035 V and 3 V to pass these currents, so its resistance could no longer be neglected there. Even in the first row it would lower the coefficient from 0.492 to 0.478.

**Film resistance and curved barriers.** Restoring $jR$ in the cell with equal areas gives $V=4v_t\,\mathrm{arsinh}(j/2j_0)+jR$. Multiplying $dV/dj$ by $j$ gives

$$\frac{dV}{d\ln j}=4v_t\tanh\frac{V-jR}{4v_t}+jR,\qquad
a_{\rm app}=\left[4\tanh\frac{V-jR}{4v_t}+\frac{jR}{v_t}\right]^{-1}.$$

The drop $jR$ must be small compared with $4v_t\approx0.1$ V; being small compared with $V$ is not enough. The film is 50 nm thick with an ionic conductivity of 0.001 S/cm, so $R=5\times10^{-6}/10^{-3}=0.005$ ohm cm$^2$. The drop at 0.5 V is 0.6 mV, and the fitted coefficient moves from 0.2503 to 0.2497.

The assumption of constant $\alpha$ matters more. Let the barriers come from two crossing parabolas with reorganization energy $\lambda$, so that their heights are $(\lambda\mp e\eta)^2/4\lambda$ for oxidation and reduction. Expanding the squares gives $\lambda/4\mp e\eta/2+e^2\eta^2/4\lambda$. The last term is common to both directions, and

$$j(\eta)=2j_0\,e^{-e^2\eta^2/4\lambda kT}\sinh\frac{\eta}{2v_t}.$$

This is still odd, and it increases with $\eta$ for $|e\eta|<\lambda$, so here the voltage still halves. Setting $\eta=V/2$ and differentiating the logarithm,

$$a_{\rm app}=\frac14\left[\coth\frac{V}{4v_t}-\frac{eV}{2\lambda}\right].$$

With an assumed $\lambda=2$ eV, the value at 0.4 V is $\tfrac14(1.00-0.10)=0.225$, and the fit over the window also gives 0.225. Reading this as $\alpha(1-\alpha)$ would yield $\alpha\approx0.34$ or 0.66, a false asymmetry produced by symmetric barriers. A slope somewhat below 0.25 should not be inverted in that way.

**Relation to real cells.** The parameters are round values in the rough regime of silver-ion-conducting chalcogenide glasses; exchange currents in particular can differ by orders of magnitude between interfaces. An electronic conductivity of $10^{-9}$ S/cm adds 0.3 % to the current at 0.3 V and leaves the fitted coefficient at 0.250. These margins depend on the values chosen: an ionic conductivity of $10^{-5}$ S/cm would lower the fitted coefficient to 0.21, and an electronic conductivity of $10^{-7}$ S/cm would lower it to 0.22. At 0.5 V the average field is 0.1 MV/cm, but nearly all the voltage sits at the interfaces, where a compact layer 0.5 nm thick would bear 5 MV/cm. This is another reason to doubt that $\alpha$ is constant. A 1 ms pulse at 0.5 V plates about 0.13 nm of silver, roughly half a monolayer, while the double layers of the symmetric cell charge with a time constant of about 44 ns, so a pulse much shorter than 1 ms can measure its electrodes before they change much. If $\alpha\ne1/2$ or the interfaces differ, the voltage may also have to redistribute through the reactions. For identical interfaces at low bias this takes a time of order $v_tC/j_0\approx0.5$ ms, with $C\approx18$ µF/cm$^2$ for one double layer, though the shift is then small. At high bias the two differential conductances add to $j/v_t$, and the time constant becomes $2v_tC/j$, about 0.016 ms at 0.5 V for $\alpha=0.3$. For that $\alpha$ the current comes within 1 % of its steady value after about 0.06 ms at 0.5 V, but only after about 0.9 ms at 0.1 V. A pulse that does not last several such time constants may miss the steady division. At 358 K, with $j_0$ held fixed, the slope rises from 238 to 283 mV per decade, while the limiting coefficient stays at $1/4$. A memory cell usually has one inert electrode and grows a filament. That breaks the assumption of identical interfaces, and the area effect alone can move the coefficient from 0.25 to 0.49 at 0.3 V. Nucleation and a different reaction at the inert electrode lie outside this estimate. The remaining estimates are in the numerical output.

**Requested changes.** The claim of an asymmetric barrier should be withdrawn, and the forecast recomputed with the overpotential of each interface. For a measured cell, the manuscript should report both polarities and the low-bias resistance. Where the geometry allows a reference electrode, $\ln j$ should be plotted against the overpotential of one interface. Without one, a change in the area of the counter electrode would show whether that electrode affects the slope. With film resistance neglected, the response $d\ln I/d\ln(\text{area})$ equals that electrode's share of the differential resistance, which can exceed its share of the voltage: in the second row of the table it is 0.25, while the large electrode takes only 4 % of $V$.

## Computed values

```
Temperature: 300 K; thermal voltage: 0.02585 V
Exchange current density: 0.0010 A/cm2
Film thickness: 50 nm
Ionic conductivity: 0.0010 S/cm
Electronic conductivity: 1.0e-09 S/cm
V (V) | one drop (V) | cell j | wrong j (A/cm2) | wrong/cell
0.1 | 0.050 | 0.00225 | 0.00677 | 3.01
0.2 | 0.100 | 0.00677 | 0.04783 | 7.06
0.3 | 0.150 | 0.01814 | 0.33104 | 18.25
0.4 | 0.200 | 0.04783 | 2.29009 | 47.88
0.5 | 0.250 | 0.12586 | 15.84219 | 125.87
Fit window: 0.30 to 0.50 V
Tafel coefficient against cell voltage: 0.2503
Tafel coefficient against one overpotential: 0.5006
Free sinh fit, coefficient: 0.2500
Free sinh fit, exchange current: 0.00100 A/cm2
Low-bias resistance, cell: 51.70 ohm cm2
Low-bias resistance, single law: 25.85 ohm cm2
Reverse/forward current at 0.5 V, cell: 1.0000
Reverse/forward at 0.5 V, single law: 15842
Own alpha 0.3 at 1 V: left share 0.3000
Own alpha 0.3 at 1 V: apparent coefficient 0.2100
Area ratio in unequal cell: 10000
Unequal cell: V (V) | small-side share | apparent coefficient
0.300 | 0.9972 | 0.4920
0.476 | 0.9624 | 0.3750
0.900 | 0.7646 | 0.2501
Tafel slope at 300 K: 237.8 mV/decade
Tafel slope at 358 K: 283.0 mV/decade
Bulk resistance: 0.0050 ohm cm2
Ohmic drop at 0.5 V: 0.625 mV
Fitted coefficient with ohmic drop: 0.2497
Leakage/ionic current at 0.3 V: 0.331 %
Fitted coefficient with leakage: 0.2500
Assumed reorganization energy: 2.0 eV
Fitted coefficient with curved barriers: 0.2253
Local coefficient, curved barriers, 0.4 V: 0.2252
Average field at 0.5 V: 0.100 MV/cm
Ohmic bulk field at 0.5 V: 1.25e-04 MV/cm
Compact layer: 0.5 nm, 5.0 MV/cm
Ion-hopping field argument, 0.3 nm hop: 7.26e-05
Formal Debye length: 0.120 nm
log10 tunnelling factor, 1 eV barrier: -192
Double-layer capacitance: 17.7 uF/cm2
Double-layer charging time: 44.3 ns
Silver plated in a 1 ms pulse at 0.5 V: 0.132 nm
Heating across 0.5 mm silicon at 0.5 V: 2.08 mK
```
